Carbon local mode in GaAs: isotope fit and gallium fine structure

**Problem**

A carbon atom of mass m replaces an arsenic atom in GaAs. It is bonded to four gallium atoms and vibrates above the host's phonon band. In a model crystal this local mode lies at 571.590 cm⁻¹ for m = 12 u and at 551.060 cm⁻¹ for m = 13 u, when every Ga atom has the mean mass M.

Gallium has two stable isotopes, of mass 69 u and 71 u. The heavy one has the rounded fraction x = 0.4 and occupies Ga sites at random, so M = 69 + 2x = 69.8 u. The mass difference is dM = 2 u. Mass numbers serve as masses throughout.

The carbon–gallium bond has the force constant α = 120 N/m along the bond and β = 20 N/m across it. These are round model values, which put the mode at a realistic rough size; the frequencies are not measured ones.

(a) Fit ω² = k(1/m + 1/(χM)) to the two frequencies.

(b) Predict the positions and weights of the lines into which the carbon-12 mode splits when the four neighbours are 69 or 71.

**A tempting solution**

Write y = 1/(χM) and R = ω₁₂²/ω₁₃². Dividing the formula for mass 12 by that for mass 13 removes k:

R(1/13 + y) = 1/12 + y, hence y = (1/12 − R/13)/(R − 1).

The numerator is a small difference, so the frequencies are used here before rounding. They give R = 1.075901 and

y = 0.007533 u⁻¹,
χ = 1/(0.007533 × 69.8) = 1.902.

Subtracting the two formulas instead removes y:

k = (ω₁₂² − ω₁₃²)/(1/12 − 1/13),

which is 211.85 N/m after conversion of wavenumbers to angular frequencies and of u to kilograms.

For part (b), M is now replaced by the mean mass of the four neighbours. With n heavy neighbours this is 69 + n/2, so each one raises the mean by dM/4. Differentiating the formula gives

2ω dω/dM = −k/(χM²) = −ky/M.

Since k = ω²/(1/m + y), this becomes

dω/dM = −ωh/(2M), with h = y/(1/m + y) = m/(m + χM).

For carbon-12, h = 12/(12 + 1.902 × 69.8) = 0.0829. One heavy neighbour therefore lowers the line by

D = (ωh/2M)(dM/4) = ωh dM/(8M) = 571.59 × 0.0829 × 2/(8 × 69.8) = 0.170 cm⁻¹.

The conclusion would be five equally spaced lines, for n = 0 to 4, with the binomial weights

Pₙ = C(4,n) xⁿ(1 − x)⁴⁻ⁿ = 0.1296, 0.3456, 0.3456, 0.1536, 0.0256.

**Where it fails**

The fit is sound. The fault is the replacement of four separate masses by their mean. The local mode is threefold degenerate, because carbon can move along x, y or z. One heavy neighbour singles out a bond direction and destroys the cubic symmetry. When carbon moves along that bond, the heavy atom is driven strongly; when carbon moves across it, the atom is driven weakly. The two motions therefore have different mass shifts.

Direct diagonalization of the model crystal with one heavy neighbour shows this. It gives a single line at 571.387 cm⁻¹ and a doubly degenerate one at 571.849 cm⁻¹. The mean-mass argument predicts one line, about 0.17 cm⁻¹ below the all-69 line at 571.862 cm⁻¹, where there is none.

**What the fit measures**

Let K be the force-constant matrix and μ the diagonal matrix of masses. The three degenerate modes uᵃ, a = x, y, z, obey

K uᵃ = ω² μ uᵃ, uᵃ·μuᵇ = δ_ab.

Let the masses change by δμ. The new mode is Σ cₐuᵃ plus a small admixture w of other modes. Projecting its equation of motion on uᵇ gives, to first order,

δ(ω²) c_b = −ω² Σₐ (uᵇ·δμ uᵃ) cₐ. (1)

The admixture drops out for two reasons. Let ω′ be the new frequency. The term uᵇ·(K − ω′²μ)w = (ω² − ω′²) uᵇ·μw vanishes, because w contains only other modes and these are orthogonal to uᵇ. The remaining term, ω′² uᵇ·δμ w, is a product of two small quantities.

First change the carbon mass alone. This keeps the cubic symmetry, so the three modes shift together:

dω²/dm = −(ω²/m) e_C, e_C = m|u_C|².

The normalization makes e_C the share of carbon in the mode's kinetic energy. The fitted formula has dω²/dm = −k/m², so that

e_C = k/(mω²) = (1/m)/(1/m + y), 1 − e_C = y/(1/m + y) = h.

The quantity h is thus the share of all host atoms together. This is why an experiment on carbon isotopes says something about gallium: whatever carbon does not carry, the host must carry.

How far can a straight line in 1/m be trusted? The squared frequencies are the eigenvalues of AAᵀ with A = μ^(−1/2)K^(1/2). Its nonzero eigenvalues are those of AᵀA = K^(1/2) μ⁻¹ K^(1/2), a matrix linear in λ = 1/m. The largest eigenvalue is the maximum of v·AᵀAv over unit vectors v, hence a maximum of straight lines in λ, and therefore convex. The local mode is the largest eigenvalue here: diagonalization gives it as the three highest frequencies of the cell, at about twice the pure host's upper limit of 285 cm⁻¹.

The fit is the chord of this convex curve between masses 13 and 12. Its slope is at most the true slope at mass 12 and at least that at mass 13. Because h = 1 − λ(dω²/dλ)/ω², the fitted h is an upper bound at mass 12 and a lower bound at mass 13. The eigenvectors give 0.0824 and 0.0897, against fitted values of 0.0829 and 0.0892. Beyond the fitted interval the chord lies below the curve: for carbon-14 it gives 532.833 cm⁻¹, and direct diagonalization gives 532.855 cm⁻¹.

The parameter χ is less robust than k, because the numerator of y is a small difference of nearly equal numbers. Raising the carbon-13 frequency by 0.1 cm⁻¹ lowers χ from 1.902 to 1.798, by about 5 per cent. For the same reason, measured frequencies should be fitted with accurate isotopic masses, not mass numbers.

**What k and χ mean**

Let rⱼ be the unit vectors from carbon to its neighbours, and let bond j have the force-constant matrix

Bⱼ = βI + (α − β) rⱼrⱼᵀ.

By cubic symmetry Σⱼ rⱼrⱼᵀ is a multiple of the unit matrix I. Its trace is 4, so it equals (4/3)I. The restoring constant of carbon against fixed neighbours is then

κ = 4β + (4/3)(α − β) = (4/3)(α + 2β).

Let carbon move by u and neighbour j by vⱼ. If carbon is very light, ω is high and the inertia Mω² of a neighbour outweighs its own springs. Its equation of motion becomes Mω²vⱼ = −Bⱼu. Insert this into the equation for carbon:

mω²u = κu − Σⱼ Bⱼvⱼ = κu + Σⱼ Bⱼ²u/(Mω²).

The matrix Bⱼ² has eigenvalue α² along the bond and β² across it, so Σⱼ Bⱼ² = gI with g = (4/3)(α² + 2β²). In the small last term ω² may be replaced by κ/m, which leaves

ω² = κ/m + g/(κM) = κ[1/m + g/(κ²M)].

This has the fitted form, with k = κ and

χ = κ²/g = (4/3)(α + 2β)²/(α² + 2β²).

For the present bond, k = 213.33 N/m and χ = 2.246. The fitted k is close to this. The fitted χ is about 15 per cent lower, since carbon-12 is not light enough for the limit to be accurate. Two corrections compete. The neighbours' own springs let them follow more strongly, which lowers χ. In the last term ω² is larger than κ/m, which raises χ. Here the first correction is the larger.

A second case needs no light-atom limit. Take carbon and four otherwise free neighbours, with stretching springs alone (β = 0). With the bond extension dⱼ = rⱼ·(vⱼ − u), the equations of motion are

ω² rⱼ·vⱼ = (α/M)dⱼ, ω²u = −(α/m) Σᵢ rᵢdᵢ.

Project the second on rⱼ and subtract it from the first:

ω²dⱼ = (α/M)dⱼ + (α/m) rⱼ·Σᵢ rᵢdᵢ.

For the threefold mode dⱼ = rⱼ·a, with any fixed vector a, the sum is (4/3)a. Hence

ω² = α/M + 4α/(3m) = (4α/3)[1/m + 1/((4/3)M)].

For this cluster the formula is exact, with χ = 4/3.

**The right solution: one tensor per neighbour**

Return to (1) and change the neighbour masses by δMⱼ. The shifts are the eigenvalues of

−ω² Σⱼ (δMⱼ/M) Wʲ, Wʲ_ab = M uᵃⱼ·uᵇⱼ.

In the cubic reference crystal, the bond to neighbour j is a threefold axis lying in mirror planes. Wʲ must respect this symmetry, so it has one value along the bond and one across it. Write it as

Wʲ = (hₙ/4)Tⱼ, Tⱼ = (1 − s)I + 3s rⱼrⱼᵀ.

Tⱼ has eigenvalue 1 + 2s along the bond and 1 − s, twice, across it. Their mean is 1, and ΣTⱼ = 4I. Thus hₙ is the share of the four neighbours together, and s measures the anisotropy. Since Wʲ cannot have negative eigenvalues, −1/2 ≤ s ≤ 1.

Two inputs are needed. The first is hₙ. The fit supplies h for the whole host, and the difference is small: the eigenvectors give 0.0821 for the four Ga neighbours out of 0.0824 for all host atoms. The second is s. In the light-carbon limit vⱼ is proportional to Bⱼu, so Wʲ is proportional to Bⱼ² and

(1 + 2s)/(1 − s) = α²/β², hence s = (α² − β²)/(α² + 2β²).

Here s = (14400 − 400)/(14400 + 800) = 0.921. The eigenvectors of the crystal give 0.922.

The isotope fit by itself does not supply s, because changing the carbon mass leaves the symmetry cubic. A force model is needed to connect χ with s. One could invert the light-carbon expression for χ, but the fitted 1.902 then gives β/α ≈ 0.10 and s ≈ 0.97, so the error of that limit in χ passes into s.

**Line positions**

Since δω = δ(ω²)/(2ω), a configuration's lines lie below the all-69 line by D times the eigenvalues of ΣTⱼ, summed over its heavy neighbours. D is the same step as before.

One heavy neighbour gives 1 + 2s once and 1 − s twice.

For two, use r₁·r₂ = −1/3, which follows from Σrⱼ = 0. The matrix r₁r₁ᵀ + r₂r₂ᵀ turns r₁ + r₂ into (2/3)(r₁ + r₂) and r₁ − r₂ into (4/3)(r₁ − r₂), and it annihilates the perpendicular direction. With 2(1 − s) added to 3s times these eigenvalues, the shifts are 2 + 2s, 2 and 2 − 2s.

For three, the sum of rⱼrⱼᵀ is (4/3)I − r₄r₄ᵀ, with eigenvalue 1/3 along r₄ and 4/3 twice across it. The shifts are 3(1 − s) + s = 3 − 2s once and 3(1 − s) + 4s = 3 + s twice.

No heavy neighbour gives 0, and four give 4, each three times. Altogether there are 1 + 2 + 3 + 2 + 1 = 9 lines for general s.

The fit refers to neighbours of mean mass, which is 2x above 69. The all-69 line therefore lies 4xD higher, at 571.590 + 1.6 × 0.1697 = 571.862 cm⁻¹.

For the weights, assume that the infrared dipole comes mainly from carbon's motion. Averaged over the equivalent orientations of a configuration, each of its three modes then absorbs equally and carries Pₙ/3. The results are:

n | shift/D | predicted | direct (cm⁻¹) | weight
0 | 0 | 571.862 | 571.862 | 0.1296
1 | 0.079 | 571.848 | 571.849 | 0.2304
1 | 2.842 | 571.379 | 571.387 | 0.1152
2 | 0.158 | 571.835 | 571.836 | 0.1152
2 | 2.000 | 571.522 | 571.529 | 0.1152
2 | 3.842 | 571.210 | 571.220 | 0.1152
3 | 1.158 | 571.665 | 571.670 | 0.0512
3 | 3.921 | 571.196 | 571.207 | 0.1024
4 | 4.000 | 571.183 | 571.194 | 0.0256

The largest error, 0.011 cm⁻¹, is small beside the total spread of 0.67 cm⁻¹. It can be traced on the all-71 line, which lies 2.4D = 0.407 cm⁻¹ below the reference. First, the host term varies as 1/M rather than linearly, which reduces this shift by the factor 69.8/71, or by 0.007 cm⁻¹. Second, the fitted h exceeds the neighbours' true share by about 0.9 per cent, which accounts for another 0.004 cm⁻¹. On the light side the two errors have opposite signs and nearly cancel.

**Five peaks that are not five configurations**

If β = 0, then s = 1 in the light-carbon limit, and the nine shifts become 0, 1, 2, 3 and 4 in units of D. These are the positions of the tempting solution, but the weights differ:

shift 0: P₀ + 2P₁/3 + P₂/3 = 0.4752
shift 1: P₃/3 = 0.0512
shift 2: P₂/3 = 0.1152
shift 3: P₁/3 = 0.1152
shift 4: P₄ + 2P₃/3 + P₂/3 = 0.2432

The peak at shift 1 contains no contribution from a single heavy neighbour; it comes from three. The strongest peak mixes configurations with none, one and two heavy neighbours, in modes where carbon moves across the heavy bonds.

For the present s = 0.921 the nine lines still gather into these five groups. The widest group spans 0.158D, about 0.03 cm⁻¹, while the centres of neighbouring groups are roughly 0.14 to 0.18 cm⁻¹ apart. With a linewidth of about 0.05 cm⁻¹ one would see five peaks. Their number would seem to confirm the tempting solution, and their intensities would contradict it.

In the opposite case, α = β, the bond is isotropic and s = 0 in the light-carbon limit. In that limit each neighbour moves parallel to carbon, each configuration has a single line, and the mean-mass argument is right to first order. For carbon-12 this holds only approximately, because the neighbour's own springs to the host remain anisotropic. With α = β = 160/3 N/m the model crystal has s ≈ −0.05, and one heavy neighbour still splits the mode by 0.016 cm⁻¹ where D is 0.105 cm⁻¹. The light-carbon value of χ is then 4, against 2.246 for the present bond.

**Centroid and width**

The mean position does not depend on s. Each neighbour is heavy with probability x, so the mean of the tensor sum is xΣTⱼ = 4xI, and the centroid lies 4xD below the all-69 line, at the mean-mass frequency.

The width does depend on s. The neighbours are independent, so their variances add:

variance/D² = x(1 − x) Σⱼ (1/3) tr Tⱼ²
= 4x(1 − x) [(1 + 2s)² + 2(1 − s)²]/3
= 4x(1 − x)(1 + 2s²).

The terms linear in s cancel in the last step. The standard deviation is 0.273 cm⁻¹, against 0.269 cm⁻¹ from the direct lines. The tempting solution, s = 0, gives 0.166 cm⁻¹, which is 38 per cent below the direct value. With x and D known, the variance of the line positions, weighted by intensity, would therefore give an estimate of the magnitude of s. The direct width gives 0.90 here, against 0.92 from the eigenvectors. A small s could not be found reliably in this way, because it enters only as s² and a slight error in D would hide it. The positions and intensities must come from a fit of line shapes to the measured spectrum. The second moment of the raw spectrum will not do, because it diverges for Lorentzian lines.

To second order the centroid is not quite fixed. The host term contains 1/Mⱼ, whose mean is about (1/M)[1 + x(1 − x)(dM/M)²]. This raises the centroid by

(ωh/2) x(1 − x)(dM/M)² ≈ 0.0047 cm⁻¹.

The direct value is 0.0050 cm⁻¹, and it falls by a factor of 3.99 when the mass difference is halved, as a quadratic effect should.

**Conditions**

The local mode must lie well above the host band. Closer to it, the vibration spreads over more atoms, the four neighbours no longer carry nearly all of h, and more distant isotopic disorder broadens the lines. Here the distant Ga atoms hold about 10⁻⁶ of the mode, and randomizing their masses spreads the lines by less than 10⁻⁵ cm⁻¹. Both numbers belong to nearest-neighbour springs. Bond-bending or second-neighbour forces can make them ten or more times larger, which is still far below D.

The model is harmonic, with springs between nearest neighbours alone. It leaves out anharmonicity, long-range Coulomb forces and linewidths. The counting of lines and the form of Tⱼ rest on symmetry and first-order perturbation theory, and so hold for any harmonic force model with the same site symmetry. The values of D and s belong to the force constants chosen here. The full set of computed values is in the numerical output below.

Values computed for the example and the checks

```
Masses Ga light, heavy, mean; As (u): 69 71 69.8 75
Heavy Ga fraction x: 0.4
Host bond alpha, beta (N/m): 100 15
Carbon bond alpha, beta (N/m): 120 20
Atoms in cell: 64; check cell: 216
Cell-size change of C-12 mode (cm^-1): -2.5e-07
Highest host frequency in cell (cm^-1): 285.26
Local mode, carbon mass 12 u (cm^-1): 571.590
Local mode, carbon mass 13 u (cm^-1): 551.060
Local mode, carbon mass 14 u (cm^-1): 532.855
Isotope shift 12 to 13 (cm^-1): 20.530
Squared frequency ratio R: 1.075901
y = 1/(chi M) (1/u): 0.007533
Fitted k (N/m): 211.85; fitted chi: 1.902
Light-impurity limit k (N/m): 213.33; chi: 2.246
Free stretching cluster, fitted chi: 1.3333
chi if C-13 mode is raised by 0.1 cm^-1: 1.798
C-14 from fit (cm^-1): 532.833; direct minus fit: 0.0224
Host share, carbon 12: fit 0.08290, eigenvector 0.08239
Host share, carbon 13: fit 0.08919, eigenvector 0.08974
Share of four Ga neighbours, C-12: 0.08214
Share of As atoms: 0.00024; distant Ga: 9.27e-07
Anisotropy s: bond constants 0.9211, eigenvectors 0.9220
Step D (cm^-1): C-12 0.1697, C-13 0.1760
All-69 minus all-71, C-12 (cm^-1): 4D 0.6789, direct 0.6688
All-69 minus all-71, C-13 (cm^-1): 4D 0.7041, direct 0.7019
Binomial P_0..P_4: 0.1296 0.3456 0.3456 0.1536 0.0256
Lines: n heavy | shift/D | predicted, direct (cm^-1) | weight
  0 | 0.000 | 571.862 571.862 | 0.1296
  1 | 0.079 | 571.848 571.849 | 0.2304
  1 | 2.842 | 571.379 571.387 | 0.1152
  2 | 0.158 | 571.835 571.836 | 0.1152
  2 | 2.000 | 571.522 571.529 | 0.1152
  2 | 3.842 | 571.210 571.220 | 0.1152
  3 | 1.158 | 571.665 571.670 | 0.0512
  3 | 3.921 | 571.196 571.207 | 0.1024
  4 | 4.000 | 571.183 571.194 | 0.0256
Largest line error (cm^-1): 0.0109
Merged peak weights at 0..4 D: 0.4752 0.0512 0.1152 0.1152 0.2432
Weighted mean of direct lines (cm^-1): 571.595
Centroid offset (cm^-1): direct 0.00500, second-order estimate 0.00467
Offset ratio, full to half mass difference: 3.988
Standard deviation (cm^-1): direct 0.2691, formula 0.2731
Standard deviation with s = 0 (cm^-1): 0.1663
Spread from distant Ga disorder (cm^-1): 0.00000
```
